# Radial Eigenvalues by Sturm Bisection, Node Counting and Inverse Iteration: a numerical check

```python
"""Sturm-sequence bisection and inverse iteration for the radial equation.

Result under test: for the tridiagonal radial matrix T (diagonal d_i,
off-diagonal -b, b = 1/(2 h^2)), the number of negative pivots of T - x is
the number of eigenvalues below x and the number of sign changes of the
outward solution u_i. Eigenvector k (k = 0, 1, ...) therefore has k nodes.
Symbols: h grid step, R box radius, l angular momentum, x trial energy,
q_i pivots, sigma shift of inverse iteration. Hartree atomic units.
Model potential: V(r) = -[1 + (Z - 1) exp(-a r)] / r.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z, A = 10.0, 2.0
STEP, BOX = 0.01, 40.0
TOL = 1e-11


def potential(r, charge=Z):
    return -(1.0 + (charge - 1.0) * np.exp(-A * r)) / r


def radial_matrix(h, box, l=0, charge=Z):
    """Grid, diagonal and the positive number b."""
    n = round(box / h) - 1
    r = h * np.arange(1, n + 1)
    diag = 1 / h**2 + potential(r, charge) + l * (l + 1) / (2 * r**2)
    return r, diag, 1 / (2 * h**2)


def pivots(diag, b, x):
    """Elimination pivots of T - x; an exact zero becomes a tiny number."""
    q, out, b2 = math.inf, [], b * b
    for d in diag:
        q = d - x - b2 / q
        if q == 0.0:
            q = 1e-200
        out.append(q)
    return out


def sturm_count(diag, b, x):
    return sum(q < 0 for q in pivots(diag, b, x))


def bisect_level(diag, b, k, tol=TOL):
    """Eigenvalue number k (from 0), and the number of halvings used."""
    values = np.asarray(diag).tolist()
    low, high = min(values) - 2 * b, max(values) + 2 * b
    halvings = 0
    while high - low > tol:
        mid = 0.5 * (low + high)
        if sturm_count(values, b, mid) > k:
            high = mid
        else:
            low = mid
        halvings += 1
    return 0.5 * (low + high), halvings


def solve_shifted(diag, b, sigma, rhs):
    """Solve (T - sigma) y = rhs by elimination with row exchanges."""
    n = len(diag)
    main = (np.asarray(diag) - sigma).tolist()
    upper = [-b] * (n - 1) + [0.0]
    second = [0.0] * n
    y = np.asarray(rhs).tolist()
    for i in range(n - 1):
        if abs(main[i]) >= b:
            m = -b / main[i]
            main[i + 1] -= m * upper[i]
            y[i + 1] -= m * y[i]
        else:
            m = main[i] / (-b)
            old_upper, next_main = upper[i], main[i + 1]
            next_upper = upper[i + 1]
            main[i], upper[i], second[i] = -b, next_main, next_upper
            main[i + 1] = old_upper - m * next_main
            upper[i + 1] = -m * next_upper
            y[i], y[i + 1] = y[i + 1], y[i] - m * y[i + 1]
    if main[-1] == 0.0:
        main[-1] = 1e-14 * b
    y[-1] /= main[-1]
    y[-2] = (y[-2] - upper[-2] * y[-1]) / main[-2]
    for i in range(n - 3, -1, -1):
        y[i] = (y[i] - upper[i] * y[i + 1] - second[i] * y[i + 2]) / main[i]
    return np.array(y)


def inverse_iteration(diag, b, sigma, steps=3):
    v = np.ones(len(diag)) / math.sqrt(len(diag))
    for _ in range(steps):
        v = solve_shifted(diag, b, sigma, v)
        v /= np.linalg.norm(v)
    return v * np.sign(v[0])


def apply_matrix(diag, b, v):
    out = diag * v
    out[1:] -= b * v[:-1]
    out[:-1] -= b * v[1:]
    return out


def outward(diag, b, x):
    """Outward solution at points 1..N+1, starting from u_0=0, u_1=1."""
    u = [0.0, 1.0]
    for d in np.asarray(diag).tolist():
        u.append((d - x) / b * u[-1] - u[-2])
    return np.array(u[1:])


def sign_changes(u):
    s = np.sign(u[u != 0])
    return int(np.sum(s[1:] != s[:-1]))


def nodes(v):
    """Sign changes where the vector stands above rounding noise."""
    return sign_changes(v[np.abs(v) > 1e-6 * np.max(np.abs(v))])


# Five-point hydrogen matrix, small enough to follow by hand
_, d5, b5 = radial_matrix(1.0, 6.0, charge=1.0)
x5 = -0.1
q5, u5 = pivots(d5, b5, x5), outward(d5, b5, x5)
dense5 = np.diag(d5) - b5 * (np.eye(5, k=1) + np.eye(5, k=-1))
e5 = np.linalg.eigvalsh(dense5)
assert sum(q < 0 for q in q5) == sign_changes(u5) == np.sum(e5 < x5)
assert np.allclose(q5, b5 * u5[1:] / u5[:-1], rtol=1e-10)
print("Five-point hydrogen, h = 1 bohr, trial energy %.2f hartree" % x5)
print("  diagonal (hartree):", " ".join("%.4f" % d for d in d5))
print("  b = %.2f hartree" % b5)
print("  pivots (hartree):", " ".join("%.4f" % q for q in q5))
print("  outward u_1..u_6:", " ".join("%.4f" % u for u in u5))
print("  eigenvalues (hartree):", " ".join("%.4f" % e for e in e5))
print("  negative pivots:", sum(q < 0 for q in q5))

# Exactly vanishing pivots: constant diagonal, trial energy on the diagonal
flat = np.ones(10)
dense_flat = np.diag(flat) - 0.5 * (np.eye(10, k=1) + np.eye(10, k=-1))
assert sturm_count(flat, 0.5, 1.0) == np.sum(
    np.linalg.eigvalsh(dense_flat) < 1.0)

# Hydrogen s levels against the closed solution of the difference equation
h_test = 0.1
_, dh, bh = radial_matrix(h_test, 60.0, charge=1.0)
print("Hydrogen s levels, h = %.1f bohr, R = 60 bohr (hartree)" % h_test)
for n in (1, 2, 3):
    numeric = bisect_level(dh, bh, n - 1)[0]
    closed = (1 - math.sqrt(1 + h_test**2 / n**2)) / h_test**2
    assert abs(numeric - closed) < 1e-9
    print("  n=%d bisection %.8f closed grid formula %.8f continuum %.8f"
          % (n, numeric, closed, -0.5 / n**2))

# Model atom: counts compared with full diagonalization and outward solution
r, diag, b = radial_matrix(STEP, BOX)
spectra = {}
for l in (0, 1, 2):
    dl = radial_matrix(STEP, BOX, l)[1]
    spectra[l] = eigh_tridiagonal(dl, -b * np.ones(len(dl) - 1),
                                  eigvals_only=True, select="a",
                                  lapack_driver="sterf")
lower, upper_bound = diag.min() - 2 * b, diag.max() + 2 * b
assert lower <= spectra[0][0] and spectra[0][-1] <= upper_bound
print("Model atom: Z = %.0f, a = %.0f per bohr, h = %.2f bohr, R = %.0f bohr"
      % (Z, A, STEP, BOX))
print("  matrix size N = %d, b = %.0f hartree" % (len(diag), b))
print("  Gershgorin bounds: %.2f to %.2f hartree" % (lower, upper_bound))
print("  rounding floor, epsilon times norm: %.1e hartree"
      % (np.finfo(float).eps * np.max(np.abs(spectra[0]))))
for x in (-60.0, -20.0, -1.0, -0.1, -0.04, 1.0):
    c = sturm_count(diag.tolist(), b, x)
    assert c == np.sum(spectra[0] < x) == sign_changes(outward(diag, b, x))
    print("  s levels below %.2f hartree: %d" % (x, c))

# The last pivot falls with energy at the rate given by the outward solution
x, dx = -0.1, 1e-5
slope = (pivots(diag, b, x + dx)[-1] - pivots(diag, b, x - dx)[-1]) / (2 * dx)
u = outward(diag, b, x)[:-1]
slope_sum = -np.sum((u / u[-1])**2)
assert abs(slope / slope_sum - 1) < 1e-4
print("  slope of last pivot at %.1f hartree: difference %.4f, sum %.4f"
      % (x, slope, slope_sum))

# Chosen levels, each found by itself
energy, vector = {}, {}
print("Chosen levels (hartree), nodes, residual norm (hartree)")
for name, n, l in (("1s", 1, 0), ("2s", 2, 0), ("3s", 3, 0),
                   ("2p", 2, 1), ("3p", 3, 1), ("3d", 3, 2)):
    k = n - l - 1
    dl = radial_matrix(STEP, BOX, l)[1]
    energy[name], halvings = bisect_level(dl, b, k)
    v = vector[name] = inverse_iteration(dl, b, energy[name])
    residual = np.linalg.norm(apply_matrix(dl, b, v) - energy[name] * v)
    assert abs(energy[name] - spectra[l][k]) < 1e-9
    assert nodes(v) == k and residual < 1e-9
    print("  %s  k=%d  E = %.8f  nodes %d  residual %.1e"
          % (name, k, energy[name], nodes(v), residual))
    if name == "3s":
        halvings_3s = halvings
assert halvings_3s == math.ceil(math.log2((upper_bound - lower) / TOL))
print("Halvings for 3s: %d at tolerance %.0e hartree" % (halvings_3s, TOL))

# Convergence rate with a deliberately poor shift between 3s and 4s
e3, e4 = energy["3s"], bisect_level(diag, b, 3)[0]
sigma = e3 + 0.3 * (e4 - e3)
others = np.delete(spectra[0], 2)
predicted = abs(e3 - sigma) / np.min(np.abs(others - sigma))
v, errors = np.ones(len(diag)), []
for _ in range(15):
    v = solve_shifted(diag, b, sigma, v)
    v /= np.linalg.norm(v)
    errors.append(np.linalg.norm(v - vector["3s"] * (vector["3s"] @ v)))
measured = errors[-1] / errors[-2]
assert abs(measured / predicted - 1) < 0.01
print("4s level: %.8f hartree; poor shift: %.6f hartree" % (e4, sigma))
print("Error factor per step: measured %.4f, predicted %.4f"
      % (measured, predicted))

# Mean radius from the vector and from the response to a weak potential eps*r
mean_r = np.sum(r * vector["3s"]**2)
eps = 1e-5
response = (bisect_level(diag + eps * r, b, 2)[0]
            - bisect_level(diag - eps * r, b, 2)[0]) / (2 * eps)
assert abs(mean_r - response) < 1e-4
print("3s mean radius: vector %.5f, energy response %.5f bohr"
      % (mean_r, response))


# Grid extrapolation against adaptive integration of the radial equation
def end_value(e):
    r0 = 1e-5
    sol = solve_ivp(lambda s, y: [y[1], 2 * (potential(s) - e) * y[0]],
                    (r0, BOX), [r0 * (1 - Z * r0), 1 - 2 * Z * r0],
                    method="DOP853", rtol=1e-11, atol=1e-15)
    assert sol.success
    return sol.y[0, -1]


_, d_half, b_half = radial_matrix(STEP / 2, BOX)
e3_half = bisect_level(d_half, b_half, 2)[0]
e1_half = bisect_level(d_half, b_half, 0)[0]
e3_extra = (4 * e3_half - e3) / 3
e3_ode = brentq(end_value, e3_extra - 1e-3, e3_extra + 1e-3, xtol=1e-11)
assert abs(e3_extra - e3_ode) < 5e-6
assert abs(e3_extra - e3_ode) < 0.2 * abs(e3_half - e3_ode)
print("1s at h/2: %.8f hartree" % e1_half)
print("3s at h/2: %.8f hartree" % e3_half)
print("3s extrapolated: %.8f hartree = %.5f eV"
      % (e3_extra, e3_extra * HARTREE_EV))
print("3s by adaptive integration: %.8f hartree" % e3_ode)

# The finite box cuts off the endless series of levels below zero
_, d_large, b_large = radial_matrix(STEP, 2 * BOX)
small_box = sturm_count(diag.tolist(), b, 0.0)
large_box = sturm_count(d_large.tolist(), b_large, 0.0)
assert large_box > small_box
print("Negative s levels: %d for R = %.0f bohr, %d for R = %.0f bohr"
      % (small_box, BOX, large_box, 2 * BOX))
print("PASS")
```

Running it gives:

```
Five-point hydrogen, h = 1 bohr, trial energy -0.10 hartree
  diagonal (hartree): 0.0000 0.5000 0.6667 0.7500 0.8000
  b = 0.50 hartree
  pivots (hartree): 0.1000 -1.9000 0.8982 0.5717 0.4627
  outward u_1..u_6: 1.0000 0.2000 -0.7600 -1.3653 -1.5611 -1.4446
  eigenvalues (hartree): -0.4123 0.0242 0.5167 1.0591 1.5289
  negative pivots: 1
Hydrogen s levels, h = 0.1 bohr, R = 60 bohr (hartree)
  n=1 bisection -0.49875621 closed grid formula -0.49875621 continuum -0.50000000
  n=2 bisection -0.12492197 closed grid formula -0.12492197 continuum -0.12500000
  n=3 bisection -0.05554013 closed grid formula -0.05554013 continuum -0.05555556
Model atom: Z = 10, a = 2 per bohr, h = 0.01 bohr, R = 40 bohr
  matrix size N = 3999, b = 5000 hartree
  Gershgorin bounds: -982.18 to 19999.97 hartree
  rounding floor, epsilon times norm: 4.4e-12 hartree
  s levels below -60.00 hartree: 0
  s levels below -20.00 hartree: 1
  s levels below -1.00 hartree: 2
  s levels below -0.10 hartree: 3
  s levels below -0.04 hartree: 4
  s levels below 1.00 hartree: 20
  slope of last pivot at -0.1 hartree: difference -131.2205, sum -131.2205
Chosen levels (hartree), nodes, residual norm (hartree)
  1s  k=0  E = -34.28865334  nodes 0  residual 1.5e-12
  2s  k=1  E = -2.24159456  nodes 1  residual 3.9e-12
  3s  k=2  E = -0.19291134  nodes 2  residual 2.9e-12
  2p  k=0  E = -1.48436927  nodes 0  residual 1.4e-12
  3p  k=1  E = -0.11650913  nodes 1  residual 6.4e-12
  3d  k=0  E = -0.05587017  nodes 0  residual 3.6e-12
Halvings for 3s: 51 at tolerance 1e-11 hartree
4s level: -0.07259444 hartree; poor shift: -0.156816 hartree
Error factor per step: measured 0.4286, predicted 0.4286
3s mean radius: vector 3.97680, energy response 3.97680 bohr
1s at h/2: -34.37903908 hartree
3s at h/2: -0.19303166 hartree
3s extrapolated: -0.19307177 hartree = -5.25375 eV
3s by adaptive integration: -0.19307184 hartree
Negative s levels: 6 for R = 40 bohr, 9 for R = 80 bohr
PASS
```
